Jamming coverage of dimers in random sequential exchange on a row

## Four sites in a row

Consider four surface sites in a row, each carrying one exchangeable ligand. A precursor dimer has two binding groups and replaces the ligands of two neighbouring sites at once. It stays where it lands. There are three neighbouring pairs, (1,2), (2,3) and (3,4), and the first dimer takes each with probability 1/3.

If it takes (1,2), the pair (3,4) is still available and is filled later. The same holds with the two ends exchanged. If it takes (2,3), sites 1 and 4 keep their original ligands for ever, because neither has an unexchanged neighbour. The mean number of stranded sites is therefore

(2/3)·0 + (1/3)·2 = 2/3,

and the mean occupied fraction is 1 − (2/3)/4 = 5/6. The row could hold two dimers, but random landing sometimes wastes two sites. On a long row the same waste leaves a definite fraction of the sites stranded.

## The model and the result

A site is called empty while it carries its original ligand, and occupied once a dimer is bound there. The assumptions are these.

(a) Every neighbouring pair receives attempts at random, as an independent Poisson process with the same rate k.
(b) An attempt succeeds if both sites are empty, and otherwise changes nothing.
(c) A bound dimer neither leaves nor moves, and it affects later attempts only by blocking its two sites.

Time enters through two dimensionless variables,

τ = kt,  u = 1 − e^(−τ).

Since a Poisson process has no event up to time t with probability e^(−τ), u is the probability that a given pair has been attempted at least once. It rises from 0 to 1.

Let θ be the probability that a given site of an infinite row is occupied, which is also the mean occupied fraction. The result is

θ(t) = 1 − exp(−2u),  θ_J = 1 − e^(−2) ≈ 0.8647, (1)

where θ_J is the limit of long times, the jamming coverage. It counts occupied sites. A dimer covers two of them, so the number of dimers per site is θ_J/2 ≈ 0.4323.

## First derivation: independent sides

**Only the first attempt matters.** After the first attempt on a pair, at least one of its sites is occupied: either the attempt succeeded and both are, or it failed because one already was. Later attempts on that pair must fail. Consequently, if two neighbouring sites are both empty at time t, their pair has not been attempted.

An unattempted pair also separates the row. No dimer has bridged it, so up to that time the sites on its left have evolved without any influence from those on its right. At any finite time an infinite row contains such pairs on both sides of any site, and these cut it into finite pieces. The order of events in each piece is then well defined.

**The end of a row.** Let h_j(t) be the probability that the end site of an open row of j sites is empty. Number the sites from that end. Site 1 has one neighbour, so it can be lost through the pair (1,2) alone, and only while both sites are empty.

Sites 1 and 2 are both empty when two conditions hold. The pair (1,2) has not been attempted, which has probability e^(−τ). And site 2 has not been covered from the other side, where it acts as the end of a row of j − 1 sites; this has probability h_(j−1). The two conditions involve different pairs, so they are independent and their probabilities multiply. An attempt on (1,2) arrives at rate k whatever happened before. Hence

dh_j/dτ = −e^(−τ) h_(j−1). (2)

Because du = e^(−τ) dτ, this becomes

dh_j/du = −h_(j−1),  h_j(u=0) = 1,  h_1 = 1. (3)

The last condition says that a single isolated site can never be covered. Integrating from 0 to u one row length at a time gives

h_2 = 1 − u,
h_3 = 1 − u + u²/2,

and in general

h_j = Σ (−u)^k/k!,  k = 0, …, j − 1. (4)

In this sum k is a counting index, not the rate. If (4) holds for j − 1, then 1 minus its integral raises each power by one, changes its sign and restores the leading 1, which is (4) for j.

Now let the row extend without end. Sites beyond site j can influence site 1 only if all j − 1 pairs between sites 1 and j have been attempted, since one unattempted pair would separate them. That has probability u^(j−1), which vanishes for large j at any finite time. The series (4) therefore converges to the value for a half-infinite row,

h = e^(−u). (5)

**A site inside the row.** Choose a site s and consider two separate processes: one uses only the pairs to the left of s, the other only those to the right. Both include s as their end site. As long as s is empty in the full row, the two sides cannot affect each other, because s is their only contact. Each side then follows its separate process. If s is covered in the full row, say from the left, the same attempt covers it in the left process. So s is empty in the full row exactly when it is empty in both separate processes. These use different pairs and are independent:

P_1 = h·h = e^(−2u). (6)

This is the origin of the 2 in the exponent: a site can be lost from two sides. With θ = 1 − P_1, equation (6) gives the first part of (1).

Occupation is never reversed, so the probability that a site is ever occupied is the limit of θ(t) as t → ∞. There u → 1, and

θ_J = 1 − e^(−2).

**Runs of empty sites.** The same argument gives the probability P_m that m given consecutive sites are empty. The m − 1 inner pairs must be unattempted, and the two end sites must not have been covered from outside:

P_m = e^(−(m−1)τ) e^(−2u). (7)

Equation (7) can be checked by counting losses. A run of m empty sites is destroyed by an attempt on any of its m − 1 inner pairs, or on one of the two pairs that overlap its ends. The latter succeed only if the next site outside is empty too. Thus

dP_m/dτ = −(m − 1)P_m − 2P_(m+1). (8)

From (7), the logarithmic derivative of P_m is −(m − 1) − 2e^(−τ), since du/dτ = e^(−τ). The ratio P_(m+1)/P_m is e^(−τ). Dividing (8) by P_m gives the same expression, so the balance holds.

For m = 2, P_2 = e^(−τ)P_1 tends to zero. The jammed row has no two adjacent empty sites, as it must. Between successive dimers there is either no empty site or a single one. With 0.1353 empty sites and 0.4323 dimers per site, the fraction of gaps that hold a stranded ligand is 0.1353/0.4323 ≈ 0.313.

## Early and late times

At early times u = τ − τ²/2 + …, so

θ = 2u − 2u² + … = 2τ − 3τ² + … .

The first term says that each site belongs to two pairs. The second reflects the loss of available pairs: an empty pair disappears through attempts on itself or on either neighbouring pair, hence P_2 = 1 − 3τ + …, and dθ/dτ = 2P_2 gives the −3τ².

A mean-field estimate would treat neighbouring sites as independent and replace P_2 by (1 − θ)². Then

dθ/dτ = 2(1 − θ)²,  θ = 2τ/(1 + 2τ),

which tends to 1. This estimate misses jamming because it sets the chance that a given neighbour of an empty site is also empty equal to 1 − θ, which can vanish only when no empty sites are left. By (7) that chance is in fact P_2/P_1 = e^(−τ), which dies out while P_1 stays finite.

At late times put ε = e^(−τ), so that u = 1 − ε. Then

θ_J − θ = e^(−2(1−ε)) − e^(−2) = e^(−2)(e^(2ε) − 1) ≈ 2e^(−2) e^(−τ). (9)

The approach is exponential with the bare rate k. By (7), longer empty runs are then rarer than empty pairs by a further factor e^(−τ), so what remains is mostly isolated pairs, each waiting for its own attempt. The next term in (9) is smaller than the leading one by the factor ε. At τ = 8, where ε = 0.000335, the ratio of the numerically solved difference to the leading term is 1.000336, as this correction requires.

## Second derivation: the first dimer splits the row

The jamming coverage can be found without following time. Let U_n be the mean number of empty sites in a jammed open row of n sites. A row of no sites has none, and a single site stays empty:

U_0 = 0,  U_1 = 1.

For n ≥ 2 the first dimer lands with equal probability on each of the n − 1 pairs. If it takes sites i and i + 1, it leaves open rows of i − 1 and n − i − 1 sites. Later landings alternate irregularly between these two rows, but within either row each available pair is still equally likely to be next. Each therefore jams like a fresh row of its length. Averaging over i,

U_n = [1/(n − 1)] Σ (U_(i−1) + U_(n−i−1)),  i = 1, …, n − 1.

Both terms run through the lengths 0 to n − 2, once upwards and once downwards, so

(n − 1)U_n = 2(U_0 + U_1 + … + U_(n−2)). (10)

This gives U_2 = 0, U_3 = 1 and U_4 = (2/3)(0 + 1 + 0) = 2/3, the value found at the start.

**Solving the recurrence.** Write (10) for n + 1 and subtract (10) for n. The sums differ by one term:

nU_(n+1) − (n − 1)U_n = 2U_(n−1). (11)

This also holds for n = 1, where both sides are zero. Introduce the increment D_n = U_(n+1) − U_n, the mean number of empty sites gained when the row is one site longer. Equation (11) becomes

nD_n = −U_n + 2U_(n−1).

Subtract the same equation with n replaced by n − 1, for n ≥ 2:

nD_n − (n − 1)D_(n−1) = −D_(n−1) + 2D_(n−2).

Moving terms gives nD_n = (n − 2)D_(n−1) + 2D_(n−2). Subtracting nD_(n−1) from both sides leaves

n(D_n − D_(n−1)) = −2(D_(n−1) − D_(n−2)). (12)

Each difference is the previous one times −2/n. The starting values are D_0 = U_1 − U_0 = 1 and D_1 = U_2 − U_1 = −1, so D_1 − D_0 = −2. Repeated use of (12) yields

D_n − D_(n−1) = (−2)^n/n!,

D_n = Σ (−2)^k/k!,  k = 0, …, n. (13)

For large n this is the series of e^(−2). Every further site of a long row adds e^(−2) stranded sites on average, so the occupied fraction tends to 1 − e^(−2), in agreement with (1).

**Finite rows and their ends.** Since U_0 = 0, U_n is the sum of D_0 to D_(n−1). The term with index k occurs in D_k, …, D_(n−1), that is n − k times:

U_n = Σ (n − k)(−2)^k/k!,  k = 0, …, n − 1. (14)

For large n the part with n gives ne^(−2). The other part needs Σ k(−2)^k/k! = −2 Σ (−2)^(k−1)/(k−1)! = −2e^(−2), and it enters with a minus sign. The omitted tails vanish because of the factorials, even after multiplication by n. Hence

U_n ≈ (n + 2)e^(−2). (15)

The extra 2e^(−2) belongs to the two ends, as the first derivation shows. At jamming, site i of an open row is empty with probability h_i h_(n+1−i), taken at u = 1. Far from the other end, the second factor is e^(−1). The excess near one end is then e^(−1) Σ (h_i − e^(−1)). By (4), h_i − e^(−1) is minus the tail of the exponential series from k = i onwards. Summed over i ≥ 1, the term with index k is counted k times, so the sum is −Σ k(−1)^k/k! = e^(−1). Each end thus contributes e^(−2).

The profile is not smooth. At u = 1 equation (4) gives h_1 = 1, h_2 = 0 and h_3 = 1/2. The end site of a long row stays empty with probability e^(−1) ≈ 0.368, well above the interior value 0.135, while the site next to it is always occupied. If that second site were empty, the end site would be empty too, and the row would not yet be jammed.

A ring of N sites has no ends. Its first dimer leaves an open row of N − 2 sites, and (15) then gives U_(N−2) ≈ Ne^(−2), without an end correction. A ring of 12 sites already has the coverage 0.864668, against 0.864665 for the infinite row.

## A worked example

Take round parameters: k = 0.02 s⁻¹ for each neighbouring pair. At t = 50 s,

τ = 0.02 × 50 = 1,  u = 1 − e^(−1) = 0.6321,
θ = 1 − exp(−1.2642) = 0.7175.

Other times follow in the same way:

t = 10 s: θ = 0.3041
t = 100 s: θ = 0.8226
t = 200 s: θ = 0.8596
t = 400 s: θ = 0.8646

At t = 100 s, where τ = 2, the variable u equals 1 − e^(−2), the same number as θ_J. The coverage at that time is lower, because θ is obtained from u by (1).

To find when 99 % of the jamming coverage is reached, set θ = 0.99 × 0.864665 = 0.856018 and invert (1):

u = −½ ln(1 − 0.856018) = 0.96903,
τ = −ln(1 − u) = 3.475,
t = 3.475/(0.02 s⁻¹) ≈ 174 s.

For an open row of 1000 sites, (15) gives 1002 × 0.135335 = 135.6 stranded ligands on average. The mean number of dimers is (1000 − 135.6)/2 = 432.2, and the mean coverage is 0.8644. This lies below the infinite-row value by 2e^(−2)/1000 ≈ 0.0003, the effect of the ends. These are means over many rows; a single row holds a whole number of dimers and scatters about them.

The numerical output also contains a direct simulation on 40 rings of 5000 sites. It gives 0.8655 with a standard error of 0.0005 at jamming, 1.7 standard errors above the formula, and 0.7188 with a standard error of 0.0011 at τ = 1, against 0.7175. Both agree within the statistical scatter. In a separate test, the product of independent sides was compared with the full master equation of an eight-site row for every run of empty sites, and the two agreed to within 10⁻¹¹.

## What each derivation assumes

Both derivations need permanent, immobile dimers and a one-dimensional row. In one dimension a single site, or a single dimer, separates left from right. On a two-dimensional surface the two sides remain connected around it, and neither argument carries over.

They differ in what they ask of the attempts. The first uses independent Poisson processes in time. In return it gives the whole course θ(t), the probability of every empty run and the profile near an end. The second asks only that the next dimer be equally likely to take any available pair. It needs no clock and gives finite rows at once, but it says nothing about when a coverage is reached. Both reach the infinite row as a limit of finite rows.

The equal rates of assumption (a) imply the equal likelihood used in the second derivation. The converse is not needed. Suppose the common rate changes with time in a prescribed way, for instance because the precursor supply is varied. Then τ becomes the integral of k over time, and the first derivation goes through unchanged. The jamming coverage is the same if this integral grows without limit. If it stops at a finite value τ_f, exchange ends early at θ = 1 − exp(−2(1 − e^(−τ_f))).

Unequal rates on different pairs invalidate the formulas of both derivations. An empty site still separates left from right, but the pairs no longer share one u, and the first dimer no longer takes each pair with equal probability. On a ring of 12 sites with rates alternating in the ratio 10:1, the jamming coverage is 0.9575 instead of 0.8647. The fast pairs share no sites and together cover the ring, so they do not block one another. In the limit of a very large ratio they all fill first, and the coverage tends to 1. Unequal rates can also lower the coverage: if the middle pair of the four-site row is much faster than the others, the first dimer almost surely lands there and half of the sites are stranded.

Motion removes the jamming itself. In the four-site row with a dimer on (2,3), one step to the side frees a pair of neighbouring sites, and a second dimer can bind. On a longer row, dimers stepping sideways can bring successive empty sites together in the same way, so a row of even length ends up full and a row of odd length keeps a single empty site. The value 1 − e^(−2) is therefore not a packing limit, which for a long row would be 1. It is the mean coverage at which random, permanent and immobile exchange stops on a long row whose pairs all have the same rate.

Calculated quantities

```
jamming coverage, infinite row: 0.864665 (fraction of sites)
empty fraction at jamming: 0.135335
dimers per site at jamming: 0.432332
end site of a long row empty at jamming: 0.367879
attempt rate per neighbouring pair: 0.02 1/s
t = 10 s: tau = 0.2, u = 0.181269, coverage = 0.304092
t = 50 s: tau = 1.0, u = 0.632121, coverage = 0.717546
t = 100 s: tau = 2.0, u = 0.864665, coverage = 0.822597
t = 200 s: tau = 4.0, u = 0.981684, coverage = 0.859615
t = 400 s: tau = 8.0, u = 0.999665, coverage = 0.864574
99 % of jamming: coverage = 0.856018, u = 0.969034
99 % of jamming: tau = 3.4749, time = 173.7 s
open row length: 1000 sites
mean empty sites in jammed row: 135.606
mean dimers in jammed row: 432.197
coverage of jammed row: 0.864394
mean empty sites, jammed open row of 2: 0
mean empty sites, jammed open row of 3: 1
mean empty sites, jammed open row of 4: 2/3
mean empty sites, jammed open row of 5: 1
mean empty sites, jammed open row of 6: 16/15
ring of 12 sites, equal rates: coverage = 0.864668
ring of 12 sites, alternating rates 10:1: coverage = 0.957543
master equation: row of 8 sites, tau = 0.7
largest shielding error below 1e-11: True
late-law ratio at tau = 8: 1.000336
simulation: 40 rings of 5000 sites
simulated coverage at tau = 1: 0.71877, standard error 0.00111
formula coverage at tau = 1: 0.71755
simulated jamming coverage: 0.86551, standard error 0.00049
```
